# Energy conservation in Car–Parrinello dynamics with ultrasoft pseudopotentials: a program that tests the result

```python
"""
Result under test: in ultrasoft Car-Parrinello dynamics the constraints
<psi_i|S(R)|psi_j> = delta_ij imply
    <psi_i'|S psi_j> + <psi_i|S psi_j'> + <psi_i|S' psi_j> = 0,
and the extended energy
    mu sum <psi_i'|psi_i'> + (1/2) M sum R_I'^2 + E[psi,R]
is conserved when the constraint forces act on orbitals AND ions.
It is not conserved if the ionic constraint force is omitted, or if the ions
are driven so that the orbital constraint depends explicitly on time.

Symbols (Hartree atomic units): C, V = orbital coefficients and velocities
(one column per orbital); R, U = ion positions and velocities; S = overlap;
mu = fictitious orbital mass; M = ion mass; X = transpose of the Hermitian
multiplier matrix Lambda. Model: 1D periodic cell, plane waves, two ions.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
TIME_FS = physical_constants["atomic unit of time"][0] * 1e15

# ---- model parameters -----------------------------------------------------
CELL, BLOCH, MMAX, NGRID = 10.0, 0.2, 7, 32
NORB, MU, MASS = 2, 100.0, 2000.0
Q_AUG, D_BARE = 0.5, -0.2
W_BETA, W_AUG, W_ION = 0.8, 0.5, 0.5
KAPPA, STRENGTH, CHARGE = 0.5, 1.0, 1.0
R_START = np.array([3.0, 5.5])
U_START = np.array([0.002, -0.001])
T_END = 400.0

q = 2 * np.pi * np.arange(-MMAX, MMAX + 1) / CELL + BLOCH
G = 2 * np.pi * np.arange(-2 * MMAX, 2 * MMAX + 1) / CELL
x = np.arange(NGRID) * CELL / NGRID
WAVES = np.exp(1j * np.outer(x, q)) / np.sqrt(CELL)
SYNTH = np.exp(1j * np.outer(x, G))
ANALYSE = SYNTH.conj().T / NGRID
# normalized Gaussian projector in the plane-wave basis
beta_q = (np.pi * W_BETA**2) ** -0.25 * np.sqrt(2 * np.pi / CELL) * W_BETA \
    * np.exp(-0.5 * (q * W_BETA) ** 2)
aug_G = Q_AUG / CELL * np.exp(-0.5 * (G * W_AUG) ** 2)
ion_G = CHARGE / CELL * np.exp(-0.5 * (G * W_ION) ** 2)
kernel_G = 2 * STRENGTH * KAPPA / (G**2 + KAPPA**2)


def dag(a):
    return a.conj().T


def projectors(R):
    return beta_q[:, None] * np.exp(-1j * np.outer(q, R))


def density_harmonics(C, R):
    """Electron density including the augmentation charge."""
    weights = np.sum(abs(dag(projectors(R)) @ C) ** 2, axis=1)
    smooth = np.sum(abs(WAVES @ C) ** 2, axis=1)
    phase = np.exp(-1j * np.outer(G, R))
    return ANALYSE @ smooth + (aug_G[:, None] * phase) @ weights


def model(C, R):
    """Energy, Hamiltonian matrix (dE/dC* = H C), and dE/dR at fixed C."""
    B = projectors(R)
    dB = -1j * q[:, None] * B
    p, dp = dag(B) @ C, dag(dB) @ C
    b = np.sum(abs(p) ** 2, axis=1)
    db = 2 * np.sum((dp.conj() * p).real, axis=1)
    phase = np.exp(-1j * np.outer(G, R))
    smooth = np.sum(abs(WAVES @ C) ** 2, axis=1)
    rho = ANALYSE @ smooth + phase @ (0 * b) \
        + (aug_G[:, None] * phase) @ b - ion_G * phase.sum(axis=1)
    v = kernel_G * rho
    energy = np.sum(0.5 * q[:, None] ** 2 * abs(C) ** 2) + D_BARE * b.sum() \
        + 0.5 * CELL * np.sum(kernel_G * abs(rho) ** 2)
    D = D_BARE + CELL * (v.conj() @ (aug_G[:, None] * phase)).real
    vx = (SYNTH @ v).real
    H = np.diag(0.5 * q**2) + dag(WAVES) @ (vx[:, None] * WAVES) \
        * CELL / NGRID + (B * D) @ dag(B)
    moved = -1j * G[:, None] * phase * (aug_G[:, None] * b - ion_G[:, None])
    dE = D * db + CELL * (v.conj() @ moved).real
    return energy, H, dE


def overlap(R):
    """S and its first and second derivatives with respect to each ion."""
    B = projectors(R)
    dB = -1j * q[:, None] * B
    ddB = -(q[:, None] ** 2) * B
    S = np.eye(len(q)) + Q_AUG * B @ dag(B)
    first, second = [], []
    for k in range(len(R)):
        a = np.outer(dB[:, k], B[:, k].conj())
        c = np.outer(ddB[:, k], B[:, k].conj())
        e = np.outer(dB[:, k], dB[:, k].conj())
        first.append(Q_AUG * (a + dag(a)))
        second.append(Q_AUG * (c + dag(c) + 2 * e))
    return S, np.array(first), np.array(second)


def ground_state(R):
    """Self-consistent orbitals; linear mixing of the Hamiltonian."""
    S = overlap(R)[0]
    H = np.diag(0.5 * q**2).astype(complex)
    for _ in range(2000):
        eps, vec = eigh(H, S)
        C = vec[:, :NORB]
        energy, H_new, _ = model(C, R)
        change = abs(H_new - H).max()
        if change < 1e-11:
            break
        H = H + 0.25 * (H_new - H)
    assert change < 1e-11, "self-consistency not reached"
    for i in range(NORB):
        big = C[np.argmax(abs(C[:, i])), i]
        C[:, i] *= abs(big) / big
    return energy, eps, C


def accelerations(C, V, R, U, mode, mu=MU):
    """mode: full, dropped (no ionic constraint force), driven (R''=0)."""
    _, H, dE = model(C, R)
    S, dS, ddS = overlap(R)
    g, SC = H @ C, S @ C
    P = np.array([dag(C) @ d @ C for d in dS])
    Sdot = np.tensordot(U, dS, 1)
    A = dag(SC) @ SC
    bare = np.zeros(len(R)) if mode == "driven" else -dE / MASS
    cross, pull = dag(V) @ Sdot @ C, dag(g) @ SC
    rest = -(pull + dag(pull)) / mu + 2 * dag(V) @ S @ V \
        + 2 * (cross + dag(cross)) + np.tensordot(bare, P, 1) \
        + dag(C) @ np.tensordot(U**2, ddS, 1) @ C
    one = np.eye(NORB)
    K = (np.kron(one, A.T) + np.kron(A, one)) / mu
    if mode == "full":
        for Pk in P:
            K = K + np.outer(Pk.ravel(), Pk.T.ravel()) / MASS
    X = np.linalg.solve(K, -rest.ravel()).reshape(NORB, NORB)
    f_con = np.array([np.trace(X @ Pk).real for Pk in P])
    acc_C = (-g + SC @ X) / mu
    acc_R = bare + (f_con / MASS if mode == "full" else 0.0)
    powers = np.array([2 * np.trace(X @ dag(V) @ SC).real,
                       U @ f_con, U @ dE])
    return acc_C, acc_R, X, powers, K


NC = len(q) * NORB


def unpack(y):
    C = y[:NC].reshape(-1, NORB)
    V = y[NC:2 * NC].reshape(-1, NORB)
    tail = y[2 * NC:].real
    return C, V, tail[:2], tail[2:4], tail[4:]


def run(C, V, mode, rtol):
    def rhs(t, y):
        c, v, r, u, _ = unpack(y)
        ac, ar, _, powers, _ = accelerations(c, v, r, u, mode)
        return np.concatenate([v.ravel(), ac.ravel(), u, ar, powers])
    y0 = np.concatenate([C.ravel(), V.ravel(), R_START, U_START,
                         np.zeros(3)]).astype(complex)
    sol = solve_ivp(rhs, (0, T_END), y0, method="DOP853",
                    rtol=rtol, atol=0.01 * rtol)
    assert sol.success
    parts, works, errors = [], [], []
    for y in sol.y.T:
        c, v, r, u, w = unpack(y)
        parts.append([MU * np.sum(abs(v) ** 2), 0.5 * MASS * u @ u,
                      model(c, r)[0]])
        works.append(w)
        errors.append(abs(dag(c) @ overlap(r)[0] @ c - np.eye(NORB)).max())
    return sol, np.array(parts), np.array(works), max(errors)


def three_terms(C, V, R, U):
    S, dS, _ = overlap(R)
    return (dag(V) @ S @ C, dag(C) @ S @ V,
            dag(C) @ np.tensordot(U, dS, 1) @ C)


# ---- gradients against finite differences on random complex orbitals ------
rng = np.random.default_rng(4)


def random_orbitals():
    return (rng.normal(size=(len(q), NORB))
            + 1j * rng.normal(size=(len(q), NORB))) / np.sqrt(len(q))


Y0, Y1 = random_orbitals(), random_orbitals()
h = 1e-5
_, H0, dE0 = model(Y0, R_START)
slope = (model(Y0 + h * Y1, R_START)[0]
         - model(Y0 - h * Y1, R_START)[0]) / (2 * h)
assert abs(slope - 2 * np.sum(Y1.conj() * (H0 @ Y0)).real) < 1e-6
_, dS0, ddS0 = overlap(R_START)
for k in range(2):
    step = h * np.eye(2)[k]
    slope = (model(Y0, R_START + step)[0]
             - model(Y0, R_START - step)[0]) / (2 * h)
    assert abs(slope - dE0[k]) < 1e-6
    plus, minus = overlap(R_START + step), overlap(R_START - step)
    assert abs((plus[0] - minus[0]) / (2 * h) - dS0[k]).max() < 1e-7
    assert abs((plus[1][k] - minus[1][k]) / (2 * h) - ddS0[k]).max() < 1e-7

# ---- three-term identity on an arbitrary S-orthonormal path ---------------


def path(t):
    R = R_START + np.array([0.7, -0.4]) * t
    Y = Y0 + t * Y1
    val, vec = np.linalg.eigh(dag(Y) @ overlap(R)[0] @ Y)
    return Y @ (vec / np.sqrt(val)) @ dag(vec)


V_path = (path(h) - path(-h)) / (2 * h)
terms = three_terms(path(0.0), V_path, R_START, np.array([0.7, -0.4]))
path_residual = abs(sum(terms)).max()
path_two_terms = abs(terms[0] + terms[1]).max()
assert path_residual < 1e-6 and path_two_terms > 1e-3

# ---- ground state, augmentation charge and static ionic force -------------
E0, eps, C0 = ground_state(R_START)
electrons = CELL * density_harmonics(C0, R_START)[2 * MMAX].real
assert abs(electrons - NORB) < 1e-9
P0 = np.array([dag(C0) @ d @ C0 for d in dS0])
dE_gs = model(C0, R_START)[2]
force_s = np.array([np.sum(eps[:NORB] * np.diag(Pk).real) for Pk in P0])
force = -dE_gs + force_s
hs = 1e-3
force_fd = np.array([-(ground_state(R_START + hs * e)[0]
                       - ground_state(R_START - hs * e)[0]) / (2 * hs)
                     for e in np.eye(2)])
assert abs(force - force_fd).max() < 1e-5

# ---- admissible initial velocities and multipliers ------------------------
Sdot0 = dag(C0) @ np.tensordot(U_START, dS0, 1) @ C0
V0 = -0.5 * C0 @ Sdot0
assert abs(sum(three_terms(C0, V0, R_START, U_START))).max() < 1e-12
assert abs(Sdot0).max() > 1e-6
_, _, X0, _, K0 = accelerations(C0, V0, R_START, U_START, "full")
lowest = np.linalg.eigvalsh(K0)[0]
assert lowest > 0 and abs(X0 - dag(X0)).max() < 1e-9
X_small = accelerations(C0, V0, R_START, U_START, "full", MU / 10)[2]
bands = np.diag(eps[:NORB])
shift, shift_small = abs(X0 - bands).max(), abs(X_small - bands).max()
assert abs(shift / shift_small - 10) < 0.5

# ---- trajectories ---------------------------------------------------------
sol, parts, works, con_err = run(C0, V0, "full", 1e-10)
total = parts.sum(axis=1)
drift = abs(total - total[0]).max()
assert drift < 1e-7 and con_err < 1e-7
assert np.ptp(parts[:, 2]) > 1e-4
assert abs(works[:, 0] + works[:, 1]).max() < 1e-7
assert abs(works[:, 1]).max() > 1e-4
Cf, Vf, Rf, Uf, _ = unpack(sol.y[:, -1])
final_terms = three_terms(Cf, Vf, Rf, Uf)
assert abs(sum(final_terms)).max() < 1e-8

_, parts_l, _, _ = run(C0, V0, "full", 1e-6)
total_l = parts_l.sum(axis=1)
drift_loose = abs(total_l - total_l[0]).max()
assert drift_loose > 10 * drift

_, parts_d, works_d, con_d = run(C0, V0, "dropped", 1e-10)
change_d = parts_d.sum(axis=1) - parts_d[0].sum()
assert con_d < 1e-7 and abs(change_d + works_d[:, 1]).max() < 1e-7
assert abs(change_d).max() > 1e-4

_, parts_p, works_p, con_p = run(C0, V0, "driven", 1e-10)
change_p = parts_p.sum(axis=1) - parts_p[0].sum()
predicted_p = works_p[:, 2] - works_p[:, 1]
assert con_p < 1e-7 and abs(change_p - predicted_p).max() < 1e-7
assert abs(change_p).max() > 1e-4

# ---- printed numbers ------------------------------------------------------
print(f"cell length {CELL} bohr; Bloch wavevector {BLOCH} 1/bohr")
print(f"plane waves {len(q)}; orbitals {NORB}; density grid {NGRID}")
print(f"mu {MU} a.u.; ion mass {MASS} electron masses")
print(f"augmentation charge q {Q_AUG}; bare D {D_BARE} hartree")
print(f"Gaussian widths: projector {W_BETA}, augmentation {W_AUG}, "
      f"ion {W_ION} bohr")
print(f"interaction A exp(-kappa|x|): A {STRENGTH} hartree, "
      f"kappa {KAPPA} 1/bohr; ion charge {CHARGE}")
print("initial ion positions (bohr):", R_START)
print("initial ion velocities (a.u.):", U_START)
print(f"duration {T_END} a.u. = {T_END * TIME_FS:.3f} fs")
print(f"path test: sum of three terms {path_residual:.1e}, "
      f"first two only {path_two_terms:.4f} (a.u.)")
print(f"integrated electron density {electrons:.8f}")
print(f"ground-state energy {E0:.6f} hartree")
print("lowest three eigenvalues (hartree):", np.round(eps[:3], 6))
print("force -dE/dR at fixed orbitals (hartree/bohr):", np.round(-dE_gs, 6))
print("force from S derivative (hartree/bohr):", np.round(force_s, 6))
print("total static force (hartree/bohr):", np.round(force, 6))
print("minus slope of ground-state energy (hartree/bohr):",
      np.round(force_fd, 6))
print(f"constraint-rate error if psi'=0 initially "
      f"{abs(Sdot0).max():.4e} a.u.")
print("initial Lambda diagonal (hartree):", np.round(np.diag(X0).real, 6))
print(f"largest |Lambda - eigenvalue matrix|: {shift:.4e} hartree at mu, "
      f"{shift_small:.4e} hartree at mu/10")
print(f"lowest eigenvalue of multiplier system {lowest:.5f} a.u.")
for name, row in (("initial", parts[0]), ("final", parts[-1])):
    print(f"{name} orbital kinetic, ion kinetic, E (hartree): "
          f"{row[0]:.8f} {row[1]:.8f} {row[2]:.8f}")
    print(f"{name} extended energy {row.sum():.8f} hartree")
print("final ion positions (bohr):", np.round(Rf, 5))
print("final ion velocities (a.u.):", np.round(Uf, 7))
for i, j in ((0, 0), (0, 1)):
    for name, term in zip(("<psi_i'|S psi_j>", "<psi_i|S psi_j'>",
                           "<psi_i|S' psi_j>"), final_terms):
        z = term[i, j]
        print(f"final {name} for {i+1},{j+1}: "
              f"{z.real:+.6e} {z.imag:+.6e} i (a.u.)")
print(f"largest final sum of three terms "
      f"{abs(sum(final_terms)).max():.1e} a.u.")
print(f"range of E along full run {np.ptp(parts[:, 2]):.6f} hartree")
print(f"constraint work on orbitals {works[-1, 0]:+.8f} hartree")
print(f"constraint work on ions {works[-1, 1]:+.8f} hartree")
print(f"largest extended-energy drift {drift:.1e} hartree; "
      f"largest constraint error {con_err:.1e}")
print(f"drift at looser integration tolerance {drift_loose:.1e} hartree")
print(f"ionic constraint force omitted: energy change "
      f"{change_d[-1]:+.8f} hartree = {change_d[-1] * HARTREE_EV:+.5f} eV")
print(f"  predicted from integrated power {-works_d[-1, 1]:+.8f} hartree")
print(f"driven ions: energy change {change_p[-1]:+.8f} hartree "
      f"= {change_p[-1] * HARTREE_EV:+.5f} eV")
print(f"  predicted external work {predicted_p[-1]:+.8f} hartree")
print("all assertions hold")
```

Output:

```
cell length 10.0 bohr; Bloch wavevector 0.2 1/bohr
plane waves 15; orbitals 2; density grid 32
mu 100.0 a.u.; ion mass 2000.0 electron masses
augmentation charge q 0.5; bare D -0.2 hartree
Gaussian widths: projector 0.8, augmentation 0.5, ion 0.5 bohr
interaction A exp(-kappa|x|): A 1.0 hartree, kappa 0.5 1/bohr; ion charge 1.0
initial ion positions (bohr): [3.  5.5]
initial ion velocities (a.u.): [ 0.002 -0.001]
duration 400.0 a.u. = 9.676 fs
path test: sum of three terms 9.9e-11, first two only 0.0438 (a.u.)
integrated electron density 2.00000000
ground-state energy -0.005658 hartree
lowest three eigenvalues (hartree): [-0.191481  0.004332  0.271551]
force -dE/dR at fixed orbitals (hartree/bohr): [-0.054877  0.054877]
force from S derivative (hartree/bohr): [-0.015409  0.015409]
total static force (hartree/bohr): [-0.070286  0.070286]
minus slope of ground-state energy (hartree/bohr): [-0.070286  0.070286]
constraint-rate error if psi'=0 initially 3.1986e-04 a.u.
initial Lambda diagonal (hartree): [-0.191291  0.004073]
largest |Lambda - eigenvalue matrix|: 2.5826e-04 hartree at mu, 2.5841e-05 hartree at mu/10
lowest eigenvalue of multiplier system 0.02655 a.u.
initial orbital kinetic, ion kinetic, E (hartree): 0.00000297 0.00500000 -0.00565766
initial extended energy -0.00065469 hartree
final orbital kinetic, ion kinetic, E (hartree): 0.00046061 0.06217063 -0.06328593
final extended energy -0.00065469 hartree
final ion positions (bohr): [1.75572 7.14073]
final ion velocities (a.u.): [-0.0050573  0.0060494]
final <psi_i'|S psi_j> for 1,1: +1.647369e-04 -6.892642e-06 i (a.u.)
final <psi_i|S psi_j'> for 1,1: +1.647369e-04 +6.892642e-06 i (a.u.)
final <psi_i|S' psi_j> for 1,1: -3.294737e-04 +5.167487e-20 i (a.u.)
final <psi_i'|S psi_j> for 1,2: -1.200097e-04 -5.744847e-05 i (a.u.)
final <psi_i|S psi_j'> for 1,2: -1.068672e-04 -9.466350e-06 i (a.u.)
final <psi_i|S' psi_j> for 1,2: +2.268769e-04 +6.691483e-05 i (a.u.)
largest final sum of three terms 1.2e-15 a.u.
range of E along full run 0.062905 hartree
constraint work on orbitals -0.01082057 hartree
constraint work on ions +0.01082057 hartree
largest extended-energy drift 8.8e-14 hartree; largest constraint error 2.4e-13
drift at looser integration tolerance 1.3e-09 hartree
ionic constraint force omitted: energy change -0.01089865 hartree = -0.29657 eV
  predicted from integrated power -0.01089865 hartree
driven ions: energy change +0.14581575 hartree = +3.96785 eV
  predicted external work +0.14581575 hartree
all assertions hold
```
